# Speckle dose tails with 100 modes: gamma law and matched Gaussian

## The problem

A laser pulse exposes a photoresist. Because the light is partly coherent in time, the energy delivered to a given point fluctuates from pulse to pulse: this is dynamic speckle. Let \(X\) be the pulse dose at the point divided by its ensemble mean. The light is fully polarised, and \(X\) is the average intensity of \(M=100\) independent modes of equal mean intensity, each with a circular complex Gaussian field.

The mean pulse dose is \(0.75\ \mathrm{mJ/cm^2}\), and the pulse uniformly illuminates a slit of 26 mm by 5 mm with no mask pattern. What is the probability that the dose at a point exceeds 1.5 times its mean, which is \(1.125\ \mathrm{mJ/cm^2}\)? What area of the slit is expected to lie above that dose?

## A tempting solution

The dose is an average of 100 independent contributions, so the central limit theorem suggests a Gaussian. Each mode has an intensity whose standard deviation equals its mean, so the average has mean 1 and standard deviation \(1/\sqrt{100}=0.1\). The threshold lies

\[
z=\frac{1.5-1}{0.1}=5
\]

standard deviations above the mean, and the Gaussian tail is

\[
P_G=\frac{1}{\sqrt{2\pi}}\int_5^\infty e^{-t^2/2}\,dt=2.87\times10^{-7}.
\]

The slit area is \(1.30\times10^8\ \mathrm{\mu m^2}\), so the expected area above threshold would be \(37\ \mathrm{\mu m^2}\).

## Where it fails

The mean, the standard deviation and the integral are right. The fault is the use of the central limit theorem. The theorem says that, at a fixed number \(z\) of standard deviations, the difference between the true tail probability and the Gaussian one tends to zero as \(M\) grows. It does not promise a small relative error when the tail probability is itself tiny. Here the threshold is fixed relative to the mean, so \(z=0.5\sqrt M\) moves outward as modes are added. The tail must be computed from the actual distribution.

## The distribution of the dose

Write the field of one mode as \(a=u+iv\), with \(u\) and \(v\) independent real Gaussians of zero mean and variance \(1/2\). Their joint density is \(e^{-|a|^2}/\pi\), and the intensity \(E=|a|^2\) has mean 1. In polar coordinates,

\[
P(E>\varepsilon)=\int_{\sqrt\varepsilon}^{\infty}2\rho\,e^{-\rho^2}\,d\rho=e^{-\varepsilon}.
\]

The intensity therefore has density \(e^{-\varepsilon}\), with \(\langle E\rangle=1\), \(\langle E^2\rangle=2\) and variance 1.

The relative dose is \(X=(E_1+\dots+E_M)/M\). For one term,

\[
\left\langle e^{-sE/M}\right\rangle=\int_0^\infty e^{-(1+s/M)\varepsilon}\,d\varepsilon=\frac{1}{1+s/M}.
\]

Independence turns the transform of the sum into a product:

\[
\left\langle e^{-sX}\right\rangle=\left(1+\frac sM\right)^{-M}.
\]

The density with this transform is

\[
f(x)=\frac{M^M x^{M-1}e^{-Mx}}{(M-1)!},\qquad x>0,
\]

because

\[
\int_0^\infty e^{-sx}f(x)\,dx=\frac{M^M}{(M-1)!}\,\frac{(M-1)!}{(M+s)^M}=\left(1+\frac sM\right)^{-M},
\]

and a Laplace transform determines its density. This is the gamma distribution with shape \(M\), mean 1 and variance \(1/M\).

## The tail as a finite sum

For a threshold \(r\), put \(y=Mx\) and \(A=Mr\). Then

\[
P(X>r)=\frac{1}{(M-1)!}\int_A^\infty y^{M-1}e^{-y}\,dy .
\]

Define \(J_n=\frac1{n!}\int_A^\infty y^ne^{-y}dy\). Integrating \(e^{-y}\) and differentiating \(y^n\) gives, for \(n\ge1\),

\[
J_n=\frac{A^ne^{-A}}{n!}+J_{n-1},\qquad J_0=e^{-A}.
\]

Repeating this from \(n=M-1\) down to zero yields

\[
P(X>r)=e^{-Mr}\sum_{k=0}^{M-1}\frac{(Mr)^k}{k!}.
\]

Now set \(M=100\) and \(r=1.5\), so that \(A=150\). Term \(k-1\) is \(k/150\) times term \(k\), so the terms grow up to the last one, \(k=99\). Call it \(p\):

\[
\ln p=-150+99\ln150-\ln 99!=-150+496.0529-359.1342=-13.0813,
\]

which gives \(p=2.084\times10^{-6}\). With \(p\) taken out, the sum becomes

\[
S=1+\frac{99}{150}+\frac{99\cdot98}{150^2}+\dots=1+0.6600+0.4312+\dots=2.843 .
\]

The required probability is

\[
P(X>1.5)=pS=5.92\times10^{-6}.
\]

A simulation that starts from the fields agrees. It used 100,000 sets of 100 complex Gaussian amplitudes, drawn with their mean intensity raised by a factor 1.5 and then reweighted to the true distribution. It gave \((5.988\pm0.045)\times10^{-6}\), where the uncertainty is one standard error.

## Proof that the Gaussian is more than ten times too small

The ratio of the two tails is \(5.92\times10^{-6}/2.87\times10^{-7}=20.7\). That it exceeds ten can be shown without evaluating either tail in full.

All terms of \(S\) are positive, so its first three give a lower bound:

\[
P(X>1.5)>2.084\times10^{-6}\times2.0912=4.36\times10^{-6}.
\]

For the Gaussian, \(t/z>1\) throughout the range \(t>z\). Inserting this factor increases the integral and makes it elementary:

\[
P_G<\frac1{\sqrt{2\pi}}\int_z^\infty\frac tz\,e^{-t^2/2}\,dt=\frac{e^{-z^2/2}}{z\sqrt{2\pi}}=2.97\times10^{-7}\quad(z=5).
\]

The quotient of these bounds is 14.7, so the underestimate is more than tenfold.

The absolute difference between the tails is only \(5.6\times10^{-6}\), which is why the central limit theorem gives no warning.

## Why the factor is about twenty

Let \(d=r-1>0\) be fixed and let \(M\) be large. The last term of the finite sum can be written

\[
p=\frac{e^{-Mr}(Mr)^{M-1}}{(M-1)!}=\frac1r\,\frac{e^{-Mr}(Mr)^M}{M!}.
\]

Stirling's formula, \(M!\simeq\sqrt{2\pi M}\,M^Me^{-M}\), gives

\[
p\simeq\frac{1}{r\sqrt{2\pi M}}\,e^{-M(r-1-\ln r)} .
\]

Term number \(j\) of \(S\), counted from zero, is a product of \(j\) factors \((M-i)/(Mr)\). It is at most \(r^{-j}\) and tends to \(r^{-j}\) as \(M\) grows. Hence \(S\) tends to the geometric sum \(1/(1-1/r)=r/d\), and

\[
P(X>r)\simeq\frac{e^{-M[d-\ln(1+d)]}}{d\sqrt{2\pi M}} .
\]

For the Gaussian, integration by parts gives

\[
\int_z^\infty e^{-t^2/2}dt=\frac{e^{-z^2/2}}z-\int_z^\infty\frac{e^{-t^2/2}}{t^2}\,dt .
\]

The last integral is less than \(1/z^2\) times the one on the left, so the first term dominates at large \(z\). With \(z=d\sqrt M\),

\[
P_G\simeq\frac{e^{-Md^2/2}}{d\sqrt{2\pi M}} .
\]

The prefactors are equal, and to leading order the ratio comes from the exponents:

\[
\frac{P(X>r)}{P_G}\simeq\exp\left\{M\left[\frac{d^2}{2}-d+\ln(1+d)\right]\right\}.
\]

For the present numbers the exponent is \(12.500-9.453=3.047\), and the estimate is 21.0. The computed ratio lies 1.8% below it. At the same \(d\), the relative deviation shrinks to 0.50% for \(M=400\) and 0.13% for \(M=1600\).

For \(d\le1\) the logarithm can be expanded, and the exponent becomes

\[
M\left(\frac{d^3}{3}-\frac{d^4}{4}+\dots\right).
\]

The cubic term reflects skewness. Expanding \(\ln\langle e^{-sX}\rangle=-s+s^2/(2M)-s^3/(3M^2)+\dots\) and comparing with \(-\kappa_1s+\kappa_2s^2/2-\kappa_3s^3/6+\dots\) gives a variance \(\kappa_2=1/M\) and a third cumulant \(\kappa_3=2/M^2\). The cubic term is then \(\kappa_3d^3/(6\kappa_2^3)=Md^3/3\). It is positive because high doses form the longer tail. Here it equals 4.17 and the quartic term equals \(-1.56\), so skewness alone would overstate the ratio.

There are two different limits. At fixed \(d\) and large \(M\), the exponent grows in proportion to \(M\), and the relative failure of the Gaussian worsens as modes are added, although both probabilities fall. At fixed \(z\), the cubic term is \(z^3/(3\sqrt M)\), which tends to zero, in accord with the central limit theorem.

For \(M=100\) the passage from good to poor agreement is:

| Threshold \(r\) | Gamma tail | Gaussian tail | Ratio |
|---|---:|---:|---:|
| 1.1 | 0.158 | 0.159 | 0.998 |
| 1.2 | 0.0279 | 0.0228 | 1.22 |
| 1.3 | 0.00275 | 0.00135 | 2.04 |
| 1.4 | \(1.61\times10^{-4}\) | \(3.17\times10^{-5}\) | 5.09 |
| 1.5 | \(5.92\times10^{-6}\) | \(2.87\times10^{-7}\) | 20.7 |

## The area in the slit

Every point has the same probability of exceeding the threshold. The expected area is the integral of that probability over the slit, even though neighbouring points are correlated:

\[
1.30\times10^8\ \mathrm{\mu m^2}\times5.92\times10^{-6}=770\ \mathrm{\mu m^2}.
\]

This replaces the \(37\ \mathrm{\mu m^2}\) of the tempting solution. It is an average over pulses and does not say how the area is divided into spots.

## Comparison with an ArF scanner

The parameters are illustrative values for 193.4 nm immersion lithography, not data for a particular scanner. A Gaussian line with a full width at half maximum of 0.3 pm has a frequency width \(\Delta\nu=c\,\Delta\lambda/\lambda^2=2.405\) GHz. Its coherence time, defined as the integral of the squared modulus of the normalised field correlation, is \(\sqrt{2\ln2/\pi}/\Delta\nu=0.276\) ns. A rectangular pulse of 27.5 ns then has 100 effective modes. The tail depends strongly on the line width: at 0.18 pm the same pulse would have only 60.1 effective modes, and the gamma tail of that shape would be \(3.2\times10^{-4}\). If the source itself emits for longer at the same line width, the pulse has more modes and a smaller tail. An optical pulse stretcher is different, because it superposes delayed copies of the same field. If an ideal lossless loop returns the copies exactly in place, it changes only the spectral phase, and the pulse energy at each point stays the same. The copies reduce the fluctuation only if they arrive with different speckle patterns, for example because they are shifted or tilted. Unpolarised light with two equal, independent components would double the mode number.

One hundred modes describe one pulse, not a finished exposure. If \(30\ \mathrm{mJ/cm^2}\) is delivered in 40 equal, independent pulses, the total is 4000 modes and the relative standard deviation is 1.6%. The model probability of a 50% excess is then about \(10^{-166}\), which means that speckle is not a credible cause of such an excess in the full exposure.

Within the picture of a single scalar field, three simplifications change the single-pulse tail. Each is sized separately, and the product of the factors is not exactly their joint effect.

- **Unequal modes.** The temporal modes of the rectangular pulse do not have equal weights. With the effective mode number, and hence the variance, held at the same value, the tail rises to \(8.6\times10^{-6}\), a factor of 1.46. The matched Gaussian is unchanged, so its underestimate becomes larger.
- **Spatial averaging.** Averaging the dose over a 20 nm square lowers the variance by 6% and the tail to \(3.3\times10^{-6}\). This uses the scalar coherence of a filled pupil at numerical aperture 1.35, which is a rough description at such large angles.
- **Photon shot noise.** A resist 100 nm thick with an absorption coefficient of \(1.5\ \mathrm{\mu m^{-1}}\) absorbs \(1-e^{-0.15}=13.9\%\) of the light at normal incidence. Of 2921 photons incident on the same square, 407 are absorbed on average, with a relative shot noise of 5.0%. If the square is given the dose of a single point, the probability that the absorbed count exceeds 1.5 times its mean is \(3.5\times10^{-5}\), which is 5.8 times the classical result; with the dose averaged over the square as above it is \(2.3\times10^{-5}\). Oblique rays travel further in the resist: for a filled pupil at numerical aperture 1.35 and a resist index of 1.7, about 17% is absorbed and the factor falls to 4.5.

For this square, dose and resist, shot noise changes the tail by the largest factor of the three. The scalar picture itself has a larger effect at this aperture. Take linearly polarised light from a filled pupil with independent directions, numerical aperture 1.35 and resist index 1.7, and neglect the transmission of the interfaces. About one sixth of \(|E|^2\) in the resist then lies in the component along the optical axis, and by symmetry this component is uncorrelated at a point with the main transverse one. The same pulse has about 140 effective modes at a point, and the tail falls to about \(2\times10^{-7}\), some 30 to 40 times below the scalar value. The count of 100 modes applies to one field component. The value \(5.92\times10^{-6}\) therefore belongs to the energy delivered at a point by equal modes, not to the number of photons absorbed in a small volume. The factor 20.7 has the same restriction: a Gaussian matched to the photon count would have a larger variance, and for the count built on the point dose at normal incidence it falls short of the true tail by a factor of about 9.

The numerical output below gives the values to more digits.

## Numbers as computed

```
Modes M: 100; threshold r: 1.5 times mean
Standard deviation / mean: 0.100; z: 5.000
ln(99!): 359.13421; 99 ln(150): 496.05289
Largest term p: 2.08381e-06
First three terms of S: 2.09120
Full S: 2.84313
Gamma tail, finite sum: 5.92454e-06
Gamma tail, quadrature: 5.92454e-06
Gamma tail, transform inversion: 5.92454e-06
Gamma tail, field simulation: 5.988e-06 +/- 4.5e-08
Matched Gaussian tail: 2.86652e-07
Ratio gamma / Gaussian: 20.668
Lower bound, gamma tail: 4.3577e-06
Upper bound, Gaussian tail: 2.9734e-07
Guaranteed ratio from bounds: 14.655
Gamma exponent: 9.45349
Gaussian exponent: 12.50000
Exponent difference: 3.04651
Its cubic term: 4.1667; quartic: -1.5625
Leading estimate of ratio: 21.042
Relative error of leading ratio, M=100: 0.01776
Relative error of leading ratio, M=400: 0.00498
Relative error of leading ratio, M=1600: 0.00129
r=1.1: gamma 1.5828e-01, Gaussian 1.5866e-01, ratio 0.998
r=1.2: gamma 2.7864e-02, Gaussian 2.2750e-02, ratio 1.225
r=1.3: gamma 2.7504e-03, Gaussian 1.3499e-03, ratio 2.037
r=1.4: gamma 1.6106e-04, Gaussian 3.1671e-05, ratio 5.085
r=1.5: gamma 5.9245e-06, Gaussian 2.8665e-07, ratio 20.668
Wavelength: 193.4 nm; line FWHM: 0.3 pm
Line FWHM: 2.405 GHz; coherence time: 0.2763 ns
Pulse / coherence time: 99.681; pulse: 27.54 ns
Exposure: 30.0 mJ/cm2 in 40 pulses
Mean pulse dose: 0.750 mJ/cm2
Threshold pulse dose: 1.125 mJ/cm2
Slit: 26 mm x 5 mm = 1.30e+08 um2
Expected area above threshold, gamma: 770.2 um2
Expected area above threshold, Gaussian: 37.3 um2
Full exposure modes: 4000; contrast: 0.01581
Full exposure log10 P(X > 1.5): -166.12
Largest temporal mode weight: 0.01419
Unequal modes: tail 8.6353e-06, change x1.458
NA: 1.35; averaging square side: 20 nm
Variance factor from averaging: 0.9387
Averaged dose: tail 3.3438e-06, change x0.564
Resist absorption: 1.5 /um; thickness: 100 nm
Absorbed fraction: 0.1393; incident photons: 2920.8
Mean absorbed photons in square: 406.8
Shot noise / mean: 0.0496
Absorbed count: tail 3.4595e-05, change x5.839
```
